# Roughness exponent of a sputtered film from its areal height spectrum

## Problem

The height $h(\mathbf x)$ of a sputtered metal film has been mapped over an area. The surface is taken to be statistically the same everywhere and in every direction. Its areal spectrum $C(k)$ is defined so that

$$\langle h^2\rangle=\int\frac{d^2k}{(2\pi)^2}\,C(k),\qquad k=\frac{2\pi}{\text{wavelength}},$$

where $h$ is measured from the mean height. With $h$ in nm, $C$ is in nm$^4$. Over one decade, from $k_1=0.02$ to $k_2=0.2\ \mathrm{nm^{-1}}$ (wavelengths from 314 down to 31.4 nm), the data follow

$$C(k)=A\,k^{-p},\qquad p=3.4,\qquad C(k_1)=2\times10^5\ \mathrm{nm^4}.$$

A surface is self-affine with roughness exponent $\alpha$ if height differences between points $b$ times farther apart are statistically the same as those at the original separation multiplied by $b^\alpha$. The mean square height difference

$$G(r)=\langle[h(\mathbf x+\mathbf r)-h(\mathbf x)]^2\rangle$$

then satisfies $G(br)=b^{2\alpha}G(r)$, so $G\propto r^{2\alpha}$.

(a) Which $\alpha$ does the spectrum imply? (b) If the power law continues far beyond both ends of the decade, what is the rms height difference between points 20 nm apart? (c) How much of this does a single decade support?

## First estimate by scaling

In the plane, $d^2k=2\pi k\,dk=2\pi k^2\,d\ln k$. The height variance carried by one unit of $\ln k$ is therefore

$$\frac{2\pi k^2}{(2\pi)^2}C(k)=\frac{k^2C(k)}{2\pi}\propto k^{2-p}.$$

Waves much longer than $r$ lift both points nearly together. The difference they produce is smaller than their height by a factor of order $kr$, so they contribute to $G$ in proportion to $(kr)^2k^{2-p}\propto k^{4-p}$, which fades towards small $k$ if $p<4$. Waves much shorter than $r$ contribute in proportion to $k^{2-p}$, which fades towards large $k$ if $p>2$. Well inside the range $2<p<4$ the main contribution comes from $k$ of order $1/r$.

Take one unit of $\ln k$ there, and double it, as if the two heights varied independently (a rough assumption, since waves this long still keep them correlated):

$$G_{\rm est}(r)=2\,\frac{k^2C(k)}{2\pi}\bigg|_{k=1/r}=\frac{A}{\pi}\,r^{p-2}.$$

Comparison with $r^{2\alpha}$ gives $2\alpha=p-2$, hence $\alpha=(3.4-2)/2=0.7$.

The amplitude is $A=C(k_1)k_1^{3.4}=0.3346\ \mathrm{nm^{0.6}}$. With $20^{1.4}=66.3$, the estimate at 20 nm is $G_{\rm est}=0.3346\times66.3/\pi=7.06\ \mathrm{nm^2}$, an rms difference of 2.66 nm.

## Exact solution for the unbounded power law

**From spectrum to height difference.** Expanding the square gives

$$G(r)=2\langle h^2\rangle-2\langle h(\mathbf x+\mathbf r)h(\mathbf x)\rangle .$$

The covariance in the last term is the Fourier transform of $C$. Since $C$ is even in $\mathbf k$, only the cosine survives:

$$G(r)=2\int\frac{d^2k}{(2\pi)^2}\,C(k)\,[1-\cos(\mathbf k\cdot\mathbf r)].$$

For an unbounded power law, $\langle h^2\rangle$ itself diverges at small $k$. One therefore cuts the spectrum off there, forms $G$, and then removes the cut, which is allowed when the integral for $G$ converges.

The average of $\cos(kr\cos\theta)$ over the angle $\theta$ is the Bessel function $J_0(kr)$. The prefactor is $2\times2\pi/(2\pi)^2=1/\pi$, so

$$G(r)=\frac1\pi\int_0^\infty k\,C(k)\,[1-J_0(kr)]\,dk .$$

**The exponent.** Insert $C=Ak^{-p}$ and put $u=kr$. Then $k\,dk=u\,du/r^2$ and $k^{-p}=r^pu^{-p}$, and

$$G(r)=\frac A\pi\,r^{p-2}\,I,\qquad I=\int_0^\infty u^{1-p}[1-J_0(u)]\,du .$$

At small $u$, $1-J_0(u)\approx u^2/4$ and the integrand behaves as $u^{3-p}$, which is integrable for $p<4$. At large $u$ it behaves as $u^{1-p}$, integrable for $p>2$. Within these limits $I$ is a pure number, and

$$\boxed{\alpha=\frac{p-2}{2}=0.7}$$

**The amplitude.** Since $p/2=1+\alpha$, one can write

$$u^{-p}=\frac1{\Gamma(1+\alpha)}\int_0^\infty t^{\alpha}e^{-tu^2}dt .$$

The integrand of $I$ is nowhere negative, so the order of integration may be exchanged. Two integrals over $u$ are needed. The first is $\int_0^\infty u\,e^{-tu^2}du=1/(2t)$. The second is a plane Gaussian integral in polar form:

$$\int_0^\infty uJ_0(u)e^{-tu^2}du=\frac1{2\pi}\int d^2u\,e^{-tu^2}\cos u_x=\frac{e^{-1/(4t)}}{2t}.$$

Their difference gives

$$I=\frac1{2\Gamma(1+\alpha)}\int_0^\infty t^{\alpha-1}\left[1-e^{-1/(4t)}\right]dt .$$

Put $v=1/(4t)$, so that $t^\alpha=4^{-\alpha}v^{-\alpha}$ and $dt/t=-dv/v$; the minus sign is absorbed by exchanging the limits. Integration by parts, whose boundary terms vanish for $0<\alpha<1$, then gives

$$\int_0^\infty v^{-\alpha-1}(1-e^{-v})\,dv=\frac1\alpha\int_0^\infty v^{-\alpha}e^{-v}dv=\frac{\Gamma(1-\alpha)}{\alpha}.$$

Therefore

$$I=\frac{\Gamma(1-\alpha)}{\alpha\,2^{2\alpha+1}\,\Gamma(1+\alpha)}=0.8911\quad\text{for }\alpha=0.7 .$$

At 20 nm, $G=0.8911\times7.06=6.29\ \mathrm{nm^2}$, and the rms height difference is 2.51 nm.

**A second case: the spectrum of a line scan.** A scan along $x$ collects all values of $k_y$:

$$C_1(k_x)=\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,A\,(k_x^2+k_y^2)^{-p/2}.$$

With $k_y=k_xs$ this becomes $A k_x^{1-p}/(2\pi)$ times $\int(1+s^2)^{-p/2}ds$. The same Gamma-function representation turns that integral into

$$\frac1{\Gamma(p/2)}\int_0^\infty q^{p/2-1}e^{-q}\sqrt{\frac{\pi}{q}}\,dq=\sqrt\pi\,\frac{\Gamma(\frac{p-1}2)}{\Gamma(\frac p2)},$$

so

$$C_1(k_x)=\frac{A\,k_x^{1-p}}{2\sqrt\pi}\,\frac{\Gamma(\frac{p-1}2)}{\Gamma(\frac p2)} .$$

The line spectrum of this film falls as $k_x^{-2.4}$, that is, as $k_x^{-(1+2\alpha)}$, and equals 126.5 nm$^3$ at 0.05 nm$^{-1}$. The areal power summed round a ring, $kC(k)/(2\pi)$, has the same slope of $-2.4$.

If the measured slope of $-3.4$ belonged to a line scan, the formula would give $\alpha=1.2$. The areal power would then be 4.4, outside the range of convergence. With a lower cut $k_{\min}$, the longest waves dominate $G$ and $1-J_0\approx(kr)^2/4$ gives $G\propto r^2$ as $k_{\min}r\to0$. In that limit the real-space exponent is 1, not 1.2; the approach is slow, and a cut closer to $1/r$ leaves the exponent somewhat below 1. Direct integration with $k_{\min}=10^{-9}\ \mathrm{nm^{-1}}$ at $r=20$ nm gives 1.000.

## Comparison of the two

The estimate and the exact solution give the same exponent because $r$ enters the unbounded problem only through $kr$. They differ by the factor $I$: the estimate is 12% above the exact $G$, and 6% above the exact rms difference. The agreement in amplitude is worse near the ends of the allowed range. As $\alpha\to0$, $I\to1/(2\alpha)$, because ever shorter waves contribute; as $\alpha\to1$, $I\to1/[8(1-\alpha)]$, because ever longer waves do. Even at $\alpha=0.7$ the closeness is partly a cancellation. The unit of $\ln k$ centred on $k=1/r$ supplies only 26% of $G$, and the contribution per unit of $\ln k$ peaks near $kr=2.2$. Treating the two heights as independent overcounts that one unit about fourfold, since $1-J_0(1)\approx0.23$, and this roughly makes up for the wave numbers left out.

**What one decade supports.** Suppose the spectrum is cut sharply at $k_1$ and $k_2$. Integrating $kC/(2\pi)$ gives the height variance of the band,

$$w^2=\frac{A\,(k_1^{-1.4}-k_2^{-1.4})}{2\pi\times1.4}=\frac{0.3346\,(239.1-9.5)}{8.80}=8.73\ \mathrm{nm^2},$$

so $w=2.96$ nm. An extra factor $k^2$ gives the mean square slope,

$$\frac{A\,(k_2^{0.6}-k_1^{0.6})}{2\pi\times0.6}=\frac{0.3346\,(0.381-0.096)}{3.77}=0.0253,$$

an rms slope of 0.159.

The band alone gives an rms height difference of 1.96 nm at 20 nm, against 2.51 nm for the unbounded law. About 39% of $G$ at this distance therefore rests on the continuation of the spectrum. The local exponent, defined as half the logarithmic slope of $G$, drifts:

| $r$ (nm) | local exponent, band only |
|---|---|
| 5 | 0.981 |
| 10 | 0.927 |
| 20 | 0.753 |
| 50 | 0.495 |

At small $r$ every wave in the band is long compared with $r$, so $G\propto r^2$. At large $r$, $G$ oscillates about $2w^2$ because the cuts are sharp (9% above at 100 nm, 7% below at 300 nm) and settles there. The curve passes through 0.7 on the way and shows no plateau there. The answer to (c) is that 0.7 is an effective exponent for wavelengths of about 30 to 310 nm, read from the spectrum. The power law of $G$ and the 2.51 nm are extrapolations.

The spectrum also fixes second-order statistics only. Consider a mosaic of flat plateaus with independent heights. Two close points differ only if a boundary lies between them, which has probability proportional to $r$. Every even moment of the difference is then proportional to $r$. The second moment alone suggests $\alpha=0.5$, but self-affinity with that exponent would require the fourth moment to grow as $r^2$. Self-affinity is thus an added assumption. Nor does 0.7 identify a growth mechanism such as shadowing, in which high parts of the film intercept atoms that would otherwise reach lower parts, since no growth law entered the derivation.

## The numbers beside a real film

A roughness of a few nanometres and a 2 µm scan are roughly typical of sputtered metal films under an atomic force microscope. Real measurements depart from the model in several ways, and since $\alpha=(p-2)/2$, an error $\delta p$ gives $\delta\alpha=\delta p/2$.

- **Edges of the scan.** A real scan is not periodic, but its discrete Fourier transform treats it as if it were. The mismatch between opposite edges acts as a step, whose spectrum falls only as $k^{-2}$ across the edge. For 48 simulated Gaussian scans (side 2048 nm, pixel 4 nm, true $\alpha=0.7$, the power law continued to wavelengths of about 4 µm, which makes each scan about 20 nm rms), a line fitted to ring-averaged power gave a mean $\alpha$ of 0.57. This bias comes from the long waves: with the spectrum cut at 0.005 nm$^{-1}$ (about 8 nm rms) the untapered mean is about 0.66, and with a cut at 0.015 nm$^{-1}$ (about 4 nm rms) about 0.68. The same scans, tapered smoothly to zero at the edges with a Hann window, gave 0.70. The scatter of a single tapered scan was 0.05.
- **Finite correlation length.** Let the covariance be $w_0^2\exp[-(r/\xi)^{1.4}]$, with $w_0$ the total rms height. The true short-distance exponent is again 0.7. The slope taken from the two end points $k_1$ and $k_2$ then gives an apparent $\alpha$ of 0.72 for $\xi=500$ nm, 0.77 for 200 nm and 0.45 for 50 nm; a line fitted through ten logarithmically spaced points gives 0.72, 0.76 and 0.54. In the last case $k_1\xi=1$, and the decade begins where the spectrum is levelling off.
- **Tip and noise.** In a simulation with one surface for each case, a parabolic tip of 8 nm radius raised $\alpha$ by 0.003 when the roughness stopped at $k_2$, and by 0.010 when it continued to 1 nm$^{-1}$. From one surface to the next these shifts range over about 0.003 to 0.007 and 0.008 to 0.011, and a worn tip of 20 nm radius gives 0.03 to 0.05 in the second case. These are Gaussian surfaces with rms slope below 0.3; steep grooves between grains are not represented. Height noise of 0.05 nm rms, independent from one 4 nm pixel to the next, has a flat spectrum equal to its variance times the pixel area. It adds $0.05^2\times4^2=0.04$ nm$^4$, against a signal of 79.6 nm$^4$ at $k_2$.

For a tapered 2 µm scan with $\xi$ well above 500 nm, a fair statement for one image is $\alpha=0.70\pm0.05$ (one standard deviation) over the measured decade. With the given $C(k_1)$, such a $\xi$ means a much rougher surface than a few nanometres: in the covariance model above $w_0$ is 16 nm at $\xi=500$ nm and 27 nm at 1000 nm. A total roughness of 5 to 8 nm goes with $\xi$ of 50 to 200 nm, where a true exponent of 0.7 is fitted as 0.54 to 0.78, so that the crossover adds a bias as large as the scatter or larger. This assumes that drift between scan lines and line-by-line levelling of the image, neither of which is simulated here, have little effect on the spectrum in that decade. Shadowing can also produce mounds with a preferred spacing, overhangs, or, under oblique deposition, a surface that differs between directions. The first calls for a fit well above the wave number of the mounds; the other two break the assumptions of a single-valued height and of isotropy, and their effect is not sized here. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
spectral power p (input): 3.4
roughness exponent alpha = (p-2)/2: 0.70
band: k1 = 0.02 1/nm, k2 = 0.20 1/nm
wavelengths: 314 nm to 31.4 nm
C(k1) = 2e+05 nm^4, C(k2) = 79.6 nm^4
amplitude A = 0.3346 nm^0.6
integral of u^(1-p)(1-J0): 0.8911
alpha from quadrature of wide power law: 0.7000
rms height difference at 20 nm, wide law: 2.51 nm
rms height difference at 20 nm, band only: 1.96 nm
rms height from the band: 2.96 nm
rms slope from the band: 0.159
band only, local exponent of G at r = 5 nm: 0.981
band only, local exponent of G at r = 10 nm: 0.927
band only, local exponent of G at r = 20 nm: 0.753
band only, local exponent of G at r = 50 nm: 0.495
line-scan spectrum at 0.05 1/nm: 126.5 nm^3
line-scan logarithmic slope: -2.400
if -3.4 were a line-scan slope, formal alpha: 1.20
real-space exponent for areal power 4.4: 1.000
covariance exponent 0.5: spectral power at k xi = 100: 3.000
covariance exponent 0.7: spectral power at k xi = 100: 3.406
covariance exponent 0.9: spectral power at k xi = 100: 3.805
true alpha 0.7, xi = 50 nm: apparent p 2.900, alpha 0.450
true alpha 0.7, xi = 200 nm: apparent p 3.536, alpha 0.768
true alpha 0.7, xi = 500 nm: apparent p 3.447, alpha 0.723
true alpha 0.7, xi = 2000 nm: apparent p 3.407, alpha 0.703
simulated scan: side 2048 nm, pixel 4 nm
number of simulated scans: 48
mean fit, no taper: p 3.132, alpha 0.566
mean fit, Hann taper: p 3.398, alpha 0.699
scatter of one Hann fit: p 0.091, alpha 0.046
tip radius: 8 nm
tip, roughness to 0.2 1/nm: p shift +0.005, alpha +0.003
tip, roughness to 1.0 1/nm: p shift +0.020, alpha +0.010
height noise 0.05 nm rms: spectrum 0.040 nm^4
noise over signal at k2: 5.0e-04
```
